# How deep must a 0.5 nm well be to bind an electron?

**Question.** In an amorphous semiconductor the local conduction-band edge varies from place to place. Suppose it is lowered by $V_0$ inside a sphere of radius $a=0.5$ nm, and that the electron has an effective mass of 0.34 free-electron masses. How large must $V_0$ be before this one fluctuation holds a bound state, and how does the answer scale with radius and mass?

**Answer.** The depth must exceed about 1.1 eV. The critical depth varies as $1/(ma^2)$. Both statements follow from the model below, whose idealizations limit how literally the number can be taken.

## The model and the lowest state

Let $m=0.34\,m_e$ both inside and outside the sphere, and let

$$V(r)=-V_0\quad(r<a),\qquad V(r)=0\quad(r>a).$$

The zero of energy is the band edge outside, so a bound state means a normalizable state with $E<0$. The well is isolated and the band is parabolic. Writing the envelope function as $\psi=u(r)Y_{lm}/r$ turns the Schrödinger equation into

$$-\frac{\hbar^2}{2m}u''+\left[V(r)+\frac{\hbar^2l(l+1)}{2mr^2}\right]u=Eu,\qquad u(0)=0.$$

For $l=0$ the condition at the origin is needed because a nonzero $u(0)$ would give $\psi\propto1/r$ there, and the Laplacian of $1/r$ contains a delta function that nothing in the equation balances.

It is enough to study $l=0$. Suppose a state with $l>0$ were bound, with normalized radial function $u_l$. Used as an s-wave trial function, the same $u_l$ has the energy

$$\int_0^\infty\left[\frac{\hbar^2}{2m}u_l'^2+Vu_l^2\right]dr
=E-\int_0^\infty\frac{\hbar^2l(l+1)}{2mr^2}u_l^2\,dr<E<0.$$

By the variational principle there is then an s state at a still lower energy. If any state is bound, an s state is bound.

## The critical depth

Set $E=-\hbar^2\kappa^2/2m$ with $\kappa>0$. Since the kinetic energy is positive, $E>-V_0$, and the wave number inside is real: $k^2=2m(V_0+E)/\hbar^2$. The solutions are

$$u=A\sin kr\quad(r<a),\qquad u=Be^{-\kappa r}\quad(r>a),$$

where $u(0)=0$ has removed the cosine and normalizability has removed the growing exponential. With equal masses on both sides, $u$ and $u'$ are continuous at $a$:

$$A\sin ka=Be^{-\kappa a},\qquad Ak\cos ka=-\kappa Be^{-\kappa a}.$$

Divide the second equation by the first and define $z=ka$ and $y=\kappa a$. Then

$$z\cot z=-y,\qquad z^2+y^2=\frac{2mV_0a^2}{\hbar^2}\equiv z_0^2. \tag{1}$$

The second relation holds because the energy cancels in $k^2+\kappa^2$.

A bound state has $y>0$, so $\cot z$ must be negative. On $0<z<\pi/2$ the cotangent is positive, and at $\pi/2$ it is zero; hence $z>\pi/2$. Since $z_0>z$, the condition $z_0>\pi/2$ is necessary.

It is also sufficient. For $\pi/2<z_0<\pi$ consider

$$f(z)=z\cot z+\sqrt{z_0^2-z^2}.$$

At $z=\pi/2$ it equals $\sqrt{z_0^2-\pi^2/4}>0$, and at $z=z_0$ it equals $z_0\cot z_0<0$. It is continuous in between, so it has a zero with $z<z_0$, which means $y>0$. A still deeper well also binds, because deepening it lowers the energy of the bound state already found, used as a trial state. Setting $z_0=\pi/2$ in (1) gives

$$\boxed{V_c=\frac{\pi^2\hbar^2}{8ma^2}},\qquad\text{binding if and only if }V_0>V_c. \tag{2}$$

The wave inside starts from zero at the centre and must already be bending downward at the wall to join a decaying exponential. It therefore needs more than a quarter wavelength within the radius. The critical depth is the kinetic energy of a wave with $k=\pi/2a$.

The inequality is strict. At $V_0=V_c$ the zero-energy solution has constant $u$ outside, so $\psi\propto1/r$. Its norm contains $\int u^2dr$, which diverges.

## The number

In Gaussian units $a_B=\hbar^2/(m_ee^2)$, so $\hbar^2/m_e=e^2a_B$ and

$$\frac{\hbar^2}{m_ea^2}=\frac{e^2}{a_B}\left(\frac{a_B}{a}\right)^2
=27.2114\ \text{eV}\left(\frac{0.05292}{0.50}\right)^2=0.3048\ \text{eV}.$$

Division by 0.34 gives $\hbar^2/(ma^2)=0.8965$ eV, and therefore

$$V_c=\frac{\pi^2}{8}\times0.8965\ \text{eV}=1.2337\times0.8965\ \text{eV}=1.106\ \text{eV},$$

or $1.77\times10^{-12}$ erg.

The threshold can also be found from an integral equation, with the matching condition contained in its kernel. With $x=r/a$, the zero-energy s-wave problem is equivalent to

$$u(x)=z_0^2\int_0^1\min(x,x')\,u(x')\,dx'.$$

Differentiating twice returns $u''=-z_0^2u$, while the kernel builds in $u(0)=0$ and $u'(1)=0$, the latter being the slope of the constant exterior solution. The largest eigenvalue of the kernel is $1/z_0^2$ at the first threshold. Its numerical evaluation gives 1.1060 eV, in agreement with (2).

## Scaling with radius and mass

For small changes, equation (2) gives

$$\frac{\delta V_c}{V_c}=-\frac{\delta m}{m}-2\frac{\delta a}{a}.$$

The radius matters most, and in a disordered solid it is poorly defined. At 0.4 nm the critical depth is 1.73 eV; at 0.6 nm it is 0.77 eV. An uncertainty of 0.1 nm in radius thus matters far more than the third digit of 1.106 eV.

Solving (2) for the radius answers the inverse question:

$$a>a_{\min}=\frac{\pi\hbar}{\sqrt{8mV_0}}.$$

A fluctuation 0.1 eV deep needs $a_{\min}=0.5\ \text{nm}\times\sqrt{1.106/0.1}=1.66$ nm. This is 3.3 times the original radius and about 37 times the volume.

A scaling argument shows why a threshold exists. Spread a state over a length $L\gg a$. Its kinetic energy is of order $\hbar^2/(mL^2)$, while the attraction is of order $-V_0(a/L)^3$, because only a fraction $(a/L)^3$ of the probability lies in the well. Spreading out makes the attraction fall faster than the kinetic cost, so a weak well gains nothing by it. For a charged centre in a medium of dielectric constant $\epsilon_r$, the attraction is of order $-e^2/(\epsilon_rL)$ and wins at large $L$. The threshold (2) therefore does not apply to a well with an attractive Coulomb tail.

## How strong is the binding just above threshold?

Let $\varepsilon=V_0/V_c-1$ and $z=\pi/2+\eta$, with both small. Since $\cot(\pi/2+\eta)=-\tan\eta$, the first relation in (1) becomes

$$y=\left(\frac{\pi}{2}+\eta\right)\tan\eta=\frac{\pi}{2}\eta+\eta^2+O(\eta^3).$$

Because $z_0^2$ is proportional to $V_0$, it equals $(\pi^2/4)(1+\varepsilon)$. The second relation in (1) then reads

$$\frac{\pi^2}{4}\varepsilon=\pi\eta+\left(1+\frac{\pi^2}{4}\right)\eta^2+O(\eta^3).$$

To first order $\eta=\pi\varepsilon/4$. Putting this into the quadratic term gives the next order:

$$\eta=\frac{\pi}{4}\varepsilon-\frac{\pi}{16}\left(1+\frac{\pi^2}{4}\right)\varepsilon^2+O(\varepsilon^3).$$

Substitution into $y$ yields

$$y=\frac{\pi^2}{8}\varepsilon\left[1+\left(\frac14-\frac{\pi^2}{16}\right)\varepsilon+O(\varepsilon^2)\right].$$

The binding energy is $E_b=-E=\hbar^2y^2/(2ma^2)$, and (2) gives $\hbar^2/(2ma^2)=4V_c/\pi^2$. Hence

$$E_b=\frac{\pi^2}{16}V_c\,\varepsilon^2\left[1-\left(\frac{\pi^2}{8}-\frac12\right)\varepsilon+O(\varepsilon^2)\right]. \tag{3}$$

The leading term is $(\pi^2/16)(V_0-V_c)^2/V_c$. Binding begins quadratically, so an excess depth is converted into binding energy very inefficiently at first. The decay length of $u$ is $1/\kappa=a/y\approx8a/(\pi^2\varepsilon)$, which diverges at threshold.

The correction in (3) is $-0.734\,\varepsilon$. It predicts that the true binding energy is 0.927 of the leading term at $\varepsilon=0.10$ and 0.963 at $\varepsilon=0.05$. Solving (1) numerically gives 0.932 and 0.965; diagonalizing the radial Hamiltonian on a grid reproduces these ratios to about 0.001.

## How much of the electron is in the well?

With $A=1$, the inside part of the norm is

$$N_{\rm in}=\int_0^a\sin^2kr\,dr=\frac a2-\frac{\sin z\cos z}{2k}.$$

Equation (1) gives $\cot z=-\kappa/k$, so $\sin^2z=1/(1+\cot^2z)=k^2/(k^2+\kappa^2)$ and $\sin z\cos z=\sin^2z\cot z=-k\kappa/(k^2+\kappa^2)$. Therefore

$$N_{\rm in}=\frac a2+\frac{\kappa}{2(k^2+\kappa^2)},\qquad
N_{\rm out}=\frac{\sin^2z}{2\kappa}=\frac{k^2}{2\kappa(k^2+\kappa^2)}.$$

Their sum is $a/2+1/(2\kappa)$. The probability of finding the electron inside is

$$P=\frac{N_{\rm in}}{N_{\rm in}+N_{\rm out}}=\frac{1+y/z_0^2}{1+1/y}. \tag{4}$$

This is also the slope of the binding energy. For a normalized eigenstate, the first-order change of the state does not change the energy, so $dE/dV_0=\langle\partial H/\partial V_0\rangle=-P$ and $dE_b/dV_0=P$. Near threshold $P\approx y\approx\pi^2\varepsilon/8$, which is the derivative of the leading term in (3).

## Three depths above threshold, one below

Take $V_0=1.5$ eV. The energy unit is $\hbar^2/(2ma^2)=0.8965/2=0.448$ eV, so $z_0^2=1.5/0.448=3.35$. The root of (1) has $1/\kappa=1.275$ nm, hence $y=0.5/1.275=0.392$. Then

$$E_b=0.448\times0.392^2\ \text{eV}=0.069\ \text{eV},\qquad
P=\frac{1+0.392/3.35}{1+1/0.392}=0.31.$$

A well 0.39 eV deeper than critical binds by only 0.07 eV, and the electron is outside it more than two thirds of the time. The other depths compare as follows.

| $V_0$ (eV) | $E_b$ (meV) | leading term of (3) (meV) | $1/\kappa$ (nm) | $P$ |
|---|---|---|---|---|
| 1.2 | 4.6 | 4.9 | 4.9 | 0.10 |
| 1.5 | 69 | 87 | 1.3 | 0.31 |
| 2.0 | 284 | 446 | 0.63 | 0.52 |

Relative to the binding energy from (1), the leading term is too large by 6%, 26% and 57%. It describes the onset, not a deep well.

At $V_0=1.0$ eV there is no bound state. In a spherical box of radius 30 nm the lowest s-wave energy is $+0.98$ meV; at 60 nm it is $+0.27$ meV. The energy is positive and falls as the box grows, as expected of a state that fills the box. A bound state would settle at a fixed negative energy. These values and the grid tests are in the numerical output.

## When does a second level appear?

For $l=1$ the regular solution inside at zero energy is $u=\sin(kr)/(kr)-\cos kr$. The decaying solution outside is $u\propto1/r$, for which $(ru)'=0$. Matching at the wall requires

$$\frac{d}{dr}\left[\frac{\sin kr}{k}-r\cos kr\right]_{r=a}=ka\sin ka=0.$$

The first nonzero solution is $ka=\pi$, twice the s-wave value, so the first p state needs a depth above $4V_c=4.42$ eV. The integral equation for $l=1$ gives the same threshold.

This p state is the second level. A state with $l>1$ can be bound only if a p state is, by the trial-state argument used earlier with $l=1$ in place of $l=0$. For a second s state, return to (1). On $\pi/2<z<\pi$ the curve $y=-z\cot z$ rises while the circle $z^2+y^2=z_0^2$ falls, so they cross at most once. On $\pi<z<3\pi/2$ the cotangent is positive and there is no solution. A second s state therefore needs $z_0>3\pi/2$, a depth above $9V_c$. All the bound wells in the table are shallower than $4V_c$, so each holds only one level.

## What the estimate says about band tails

Within this model, a single fluctuation of radius 0.5 nm and depth of a few tenths of an electronvolt does not produce a state below the surrounding band edge. It scatters electrons but does not trap one. For short-range wells and a fixed effective mass, a bound state below that edge needs a deeper fluctuation, a wider one, or several attractive regions acting together. Neighbouring attractive regions help because lowering the potential anywhere lowers the energy of any trial state that reaches there; repulsive regions do the opposite. The help is gradual: for identical touching spheres of radius 0.5 nm the critical depth falls to roughly 0.8 eV for two, 0.5 eV for four in a tetrahedron, and 0.2 eV for a close-packed cluster of thirteen.

The critical depth is not an Urbach energy. The Urbach energy is the photon-energy interval over which an exponential absorption edge rises by a factor of $e$, and obtaining it requires the statistics of many fluctuations, including how rare the deep and wide ones are. Nor is $V_0$ the root-mean-square strength of the disorder: it is the depth of one particular region.

The model is also strained at this size. A radius of 0.5 nm spans only a few interatomic distances, so a smooth envelope and a sharp wall are rough approximations. The electron's kinetic energy inside is comparable with 1 eV, where the band need not be parabolic; a larger effective mass there lowers the threshold, but by less than the $1/m$ scaling suggests if the mass outside stays the same. With $\psi$ and $\psi'/m$ continuous at the wall, the threshold condition becomes $z\cot z=1-m_{\rm in}/m_{\rm out}$, and a mass 10% larger inside lowers the critical depth by only about 2%. If the mass inside grows with the kinetic energy $T$ as $m(1+\alpha T)$, with $\alpha$ between 0.3 and 1 eV$^{-1}$, the threshold at 0.5 nm is 1.04 to 0.93 eV and falls more slowly with radius, with a local exponent of 1.9 to 1.7 instead of 2. The shape of the well matters more: with the same $a$, the profiles $e^{-r^2/2a^2}$, $e^{-r^2/a^2}$ and $1-r^2/a^2$ (zero outside $a$) have critical central depths of 0.60, 1.20 and 2.3 eV. The scaling $1/(ma^2)$ is exact only for a fixed shape and a parabolic band. For these reasons the result is best used, to within about a factor of two, as "about 1 eV, falling as the inverse square of the radius".

## Computed results

```
effective mass: 0.34 m_e
well radius a: 0.50 nm
Hartree energy e^2/a_B: 27.2114 eV
Bohr radius a_B: 0.05292 nm
hbar^2/(m_e a^2), free mass: 0.3048 eV
hbar^2/(m a^2), effective mass: 0.8965 eV
factor pi^2/8: 1.2337
critical depth Vc, formula: 1.1060 eV
critical depth Vc, integral equation: 1.1060 eV
critical depth, formula: 1.772e-12 erg
p-state critical depth, integral equation: 4.4239 eV
Vc at radius 0.4 nm: 1.728 eV
Vc at radius 0.6 nm: 0.768 eV
depth 1.0 eV (unbound), lowest box energy:
  box radius 30 nm: 9.767e-04 eV
  box radius 60 nm: 2.719e-04 eV
depth 1.2 eV:
  binding energy, matching: 0.00464 eV
  binding energy, grid: 0.00465 eV
  binding energy, quadratic law: 0.00493 eV
  decay length 1/kappa: 4.913 nm
  probability inside well: 0.0959
depth 1.5 eV:
  binding energy, matching: 0.06892 eV
  binding energy, grid: 0.06892 eV
  binding energy, quadratic law: 0.08659 eV
  decay length 1/kappa: 1.275 nm
  probability inside well: 0.3147
depth 2.0 eV:
  binding energy, matching: 0.28358 eV
  binding energy, grid: 0.28358 eV
  binding energy, quadratic law: 0.44580 eV
  decay length 1/kappa: 0.629 nm
  probability inside well: 0.5220
slope dE_b/dV0 at 1.5 eV, grid: 0.3147
grid/quadratic law at V0/Vc-1 = 0.10: 0.9324
grid/quadratic law at V0/Vc-1 = 0.05: 0.9655
same ratio extrapolated to threshold: 0.9986
smallest binding radius at 0.1 eV: 1.663 nm
```
